# Harmonic-mean current and h/e flux period in a filling-1/3 Mach-Zehnder interferometer, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the edge theory to three tunnelling rates

A Mach-Zehnder interferometer at filling $1/3$ with weak tunnelling and one drain inside the loop has three internal states, each with its own flux-dependent tunnelling rate. The predicted current depends on how these rates are combined. If the three rates are averaged with equal weights, the flux dependence cancels and the predicted interference signal is zero. If the waiting times are averaged, a signal remains, with period $h/e$. The second choice is correct under the assumptions below.

### Device and assumptions

Two chiral edges, 1 and 2, run in the same direction. Quasiparticles of charge $e^*=e/3$, with $e>0$, tunnel between them at two point contacts. Contact 1 is at position $0$ on both edges. Contact 2 is at $L_1$ on edge 1 and at $L_2$ on edge 2, measured downstream. The paths between the contacts enclose a flux $\Phi$. The drain of edge 2 lies inside the loop. Source 1 is held at voltage $V>0$ and source 2 is grounded. We write

$$\nu=\tfrac13,\qquad \Phi_0=\frac he,\qquad \omega=\frac{e^*V}{\hbar},\qquad t_j=\frac{L_j}{v},$$

where $v$ is the speed of both edges. The assumptions are as follows.

1. Each edge is a clean Laughlin edge with a single mode.
2. Only charge $e/3$ tunnels, and each event is treated to lowest order in the tunnelling amplitudes.
3. The temperature is zero, and $\omega\tau_c\ll1$, where $\tau_c$ is the short-time cutoff of the edge theory.
4. Events are far apart compared with $1/\omega$ and with the transit times. Each quasiparticle therefore reaches the drain before the next one tunnels.
5. The flux is varied at fixed voltage, tunnelling amplitudes and bulk state.

### Theorem

Let $r_1,r_2$ be the tunnelling rates of the two contacts taken separately. There are a real number $C$ with $|C|\le1$, set by the arm mismatch and the bias, and a flux-independent phase $\delta$ such that the device passes through its states in the order $0\to1\to2\to0$ with rates

$$p_n=a+b\cos\!\left(\theta+\frac{2\pi n}{3}\right),\qquad \theta=\frac{2\pi\Phi}{3\Phi_0}+\delta, \tag{1}$$

$$a=r_1+r_2,\qquad b=2\sqrt{r_1r_2}\,C. \tag{2}$$

If all three rates are positive, the stationary current between the edges is

$$I=e^*\,\frac{3}{p_0^{-1}+p_1^{-1}+p_2^{-1}}
=\frac e3\,\frac{a(4a^2-3b^2)+b^3\cos3\theta}{4a^2-b^2}. \tag{3}$$

For $b\ne0$ its smallest flux period is $h/e$, while that of each $p_n$ is $3h/e$.

This half proves (1) and (2); the second half proves (3).

### Lemma 1: the bare tunnelling operators do not commute

Let $\phi_j(x)$ be the field of edge $j$, normalized by

$$[\phi_j(x),\phi_j(y)]=i\pi\nu\,\mathrm{sgn}(x-y),\qquad \rho_j=\frac{e}{2\pi}\partial_x\phi_j, \tag{4}$$

where $\rho_j$ is the charge density. Fields on different edges commute. The operator $e^{i\phi_j(x)}$ removes charge $e/3$, because

$$[\rho_j(y),e^{i\phi_j(x)}]
=\frac{e}{2\pi}\,i\,\partial_y\big(i\pi\nu\,\mathrm{sgn}(y-x)\big)e^{i\phi_j(x)}
=-\nu e\,\delta(y-x)\,e^{i\phi_j(x)} .$$

Here the derivative of the sign function is $2\delta(y-x)$. Transfer from edge 1 to edge 2 at the two contacts is therefore described by

$$V_1=e^{i[\phi_1(0)-\phi_2(0)]},\qquad V_2=e^{i[\phi_1(L_1)-\phi_2(L_2)]}.$$

**Claim.** $V_1V_2=e^{2\pi i\nu}V_2V_1$.

*Proof.* When $[A,B]$ is a number, $e^Ae^B=e^Be^Ae^{[A,B]}$. With $A$ and $B$ the exponents of $V_1$ and $V_2$,

$$[A,B]=i^2\big([\phi_1(0),\phi_1(L_1)]+[\phi_2(0),\phi_2(L_2)]\big)
=-(-i\pi\nu-i\pi\nu)=2\pi i\nu .$$

The two minus signs in front of $\phi_2$ multiply to plus one, so the edges contribute equally. $\square$

If the edges ran in opposite directions, the commutator of one of them would change sign and the sum would vanish. The phase therefore comes from the co-propagating geometry.

### Lemma 2: locality requires three states

Tunnelling terms at distant contacts must commute. Otherwise an action at one contact would have an instantaneous effect at the other. The bare operators fail this condition, so each is multiplied by a unitary Klein factor $\kappa_j$ that commutes with the fields. Requiring $\kappa_1V_1\,\kappa_2V_2=\kappa_2V_2\,\kappa_1V_1$ and using Lemma 1 gives

$$\kappa_2\kappa_1=\zeta\,\kappa_1\kappa_2,\qquad \zeta=e^{2\pi i/3}. \tag{5}$$

The same relation makes $\kappa_1V_1$ commute with the reverse process at contact 2. Multiplying (5) from the left and from the right by $\kappa_2^\dagger$ gives $\kappa_1\kappa_2^\dagger=\zeta\kappa_2^\dagger\kappa_1$, while Lemma 1 gives $V_1V_2^\dagger=\zeta^{-1}V_2^\dagger V_1$. The two phases cancel.

**Claim.** A finite-dimensional representation of (5) has a dimension divisible by three. An irreducible one has a basis $|0\rangle,|1\rangle,|2\rangle$ in which, up to constant phases,

$$\kappa_1|n\rangle=|n+1\rangle,\qquad \kappa_2|n\rangle=\zeta^n|n+1\rangle, \tag{6}$$

with $n$ counted modulo three.

*Proof.* In dimension $D$, the determinant of (5) gives $\det(\kappa_2\kappa_1)=\zeta^D\det(\kappa_1\kappa_2)$. The determinants are equal and nonzero, so $\zeta^D=1$ and three divides $D$.

Now define $U=\kappa_1^\dagger\kappa_2$. From (5),

$$U\kappa_1=\kappa_1^\dagger\kappa_2\kappa_1=\zeta\kappa_1^\dagger\kappa_1\kappa_2=\zeta\kappa_2=\zeta\kappa_1U .$$

Since $\zeta^3=1$, both $\kappa_1^3$ and $U^3$ commute with $\kappa_1$ and $U$, hence with everything built from them. In an irreducible representation they are numbers. Their phases can be moved into the tunnelling amplitudes, leaving $\kappa_1^3=U^3=1$.

Each eigenvalue of $U$ is then a cube root of one. Acting with $\kappa_1$ multiplies the eigenvalue by $\zeta$, so a state $|0\rangle$ with $U|0\rangle=|0\rangle$ exists. Put $|n\rangle=\kappa_1^n|0\rangle$. Then $U|n\rangle=\zeta^n|n\rangle$, and $\kappa_2=\kappa_1U$ gives (6). The three states have different eigenvalues of $U$, and their span is mapped into itself, so they form the whole representation. $\square$

The label $n$ is the number of quasiparticles, modulo three, that have passed to edge 2 and ended in the drain inside the loop. Each one adds the phase $2\pi/3$ to a later quasiparticle that encircles it. Three of them form one electron, and the phase returns to its initial value.

### Lemma 3: the edge correlator

For an edge of large length $\mathcal L$, write the oscillating part of the field as

$$\phi(x,t)=\sum_{m\ge1}\sqrt{\frac{\nu}{m}}\,e^{-k\alpha/2}\big(a_me^{ik(x-vt)}+a_m^\dagger e^{-ik(x-vt)}\big),\qquad k=\frac{2\pi m}{\mathcal L},$$

with $[a_m,a_{m'}^\dagger]=\delta_{mm'}$ and a short length $\alpha=v\tau_c$. For operators $A,B$ linear in the bosons, $\langle e^Ae^B\rangle=\exp(\tfrac12\langle A^2\rangle+\tfrac12\langle B^2\rangle+\langle AB\rangle)$. In the ground state, therefore,

$$\langle e^{-i\phi(x,t)}e^{i\phi(0,0)}\rangle
=\exp\Big[\nu\sum_{m\ge1}\frac{e^{-k\alpha}}{m}\big(e^{-ik(vt-x)}-1\big)\Big].$$

The sum $\sum_m z^m/m=-\ln(1-z)$ turns the exponent into a difference of logarithms. For large $\mathcal L$ one has $1-e^{-2\pi s/\mathcal L}\simeq2\pi s/\mathcal L$, and the length cancels:

$$\langle e^{-i\phi(x,t)}e^{i\phi(0,0)}\rangle
=\left[\frac{\tau_c}{\tau_c+i(t-x/v)}\right]^\nu. \tag{7}$$

Reversing both signs in the exponents gives the same result.

The bias adds a classical part to the field of edge 1. It must travel downstream, and a quasiparticle removed from edge 1 must supply the energy $\hbar\omega$, so the added part is $-\omega(t-x/v)$. By (4) it carries the current $v\,e\omega/(2\pi v)=e^2V/(3h)$, as a biased edge at filling $1/3$ should.

### Lemma 4: local rates and coherence factor

Let $\gamma_j$ be the tunnelling amplitudes, in energy units. The forward part of the tunnelling Hamiltonian is

$$F=\gamma_1\kappa_1V_1+\gamma_2e^{2\pi i\Phi/(3\Phi_0)}\kappa_2V_2 .$$

The flux phase is $e^*\Phi/\hbar=2\pi\Phi/(3\Phi_0)$. To lowest order, the state after a time $T$ contains the tunnelled part $-(i/\hbar)\int_0^TF(t)\,dt\,|i\rangle$. Its squared norm is a double time integral whose integrand depends only on the difference of the two times. For $T$ long compared with $1/\omega$ and the transit times it grows as $pT$, with

$$p=\frac1{\hbar^2}\int_{-\infty}^{\infty}dt\,\langle F^\dagger(t)F(0)\rangle. \tag{8}$$

In the product of $V_1^\dagger(t)$ and $V_2(0)$, the position differences are $-L_1$ and $-L_2$. Equation (7) and the bias phase then give

$$\langle V_1^\dagger(t)V_2(0)\rangle=
\frac{e^{i\omega(t+t_1)}\,\tau_c^{2\nu}}{[\tau_c+i(t+t_1)]^\nu[\tau_c+i(t+t_2)]^\nu}.$$

Set $s=t+(t_1+t_2)/2$ and $d=(t_1-t_2)/2$. Then $t+t_1=s+d$ and $t+t_2=s-d$, so the time integral equals $e^{i\omega d}\mathcal J(\omega,d)$ with

$$\mathcal J(\omega,d)=\int_{-\infty}^{\infty}\!ds\,
\frac{\tau_c^{2\nu}e^{i\omega s}}{[\tau_c+i(s+d)]^\nu[\tau_c+i(s-d)]^\nu}.$$

The same-contact terms give $\mathcal J(\omega,0)$. To evaluate the integral, use

$$\frac1{(\tau_c+iu)^\nu}=\frac1{\Gamma(\nu)}\int_0^\infty d\epsilon\,\epsilon^{\nu-1}e^{-\epsilon(\tau_c+iu)}$$

for each factor, with frequencies $\epsilon$ and $\epsilon'$. The $s$ integral becomes $2\pi\delta(\omega-\epsilon-\epsilon')$. Both frequencies are positive, hence

$$\mathcal J(\omega,d)=0\quad\text{for }\omega<0. \tag{9}$$

The reverse process has $-\omega$ in place of $\omega$, so at zero temperature it does not occur at this order: neither edge can supply the energy.

For $\omega>0$ put $\epsilon=\omega(1+u)/2$ and $\epsilon'=\omega(1-u)/2$. With $x=\omega d$,

$$\mathcal J(\omega,d)=\frac{2\pi\tau_c^{2\nu}e^{-\omega\tau_c}}{\Gamma(\nu)^2}\left(\frac\omega2\right)^{2\nu-1}\int_{-1}^1du\,(1-u^2)^{\nu-1}\cos(xu). \tag{10}$$

The sine part vanishes because the weight is even. At $x=0$ the $u$ integral is $2^{2\nu-1}\Gamma(\nu)^2/\Gamma(2\nu)$. The rate of one contact alone is therefore

$$r_j=\frac{|\gamma_j|^2}{\hbar^2}\,\frac{2\pi\tau_c^{2\nu}\omega^{2\nu-1}e^{-\omega\tau_c}}{\Gamma(2\nu)}. \tag{11}$$

The ratio $C=\mathcal J(\omega,d)/\mathcal J(\omega,0)$ is an average of $\cos(xu)$ with positive weight, so it is real and $|C|\le1$. Expand the cosine. The integral of $u^{2m}(1-u^2)^{\nu-1}$ is $\Gamma(m+\frac12)\Gamma(\nu)/\Gamma(m+\nu+\frac12)$, and $\Gamma(m+\frac12)=\sqrt\pi\,(2m)!/(4^mm!)$. Dividing by the $m=0$ integral gives

$$C=\Gamma(\nu+\tfrac12)\sum_{m\ge0}\frac{(-1)^m(x/2)^{2m}}{m!\,\Gamma(m+\nu+\frac12)}
=\Gamma(\nu+\tfrac12)\left(\frac2x\right)^{\nu-\frac12}\!J_{\nu-\frac12}(x). \tag{12}$$

The last step is the power series of the Bessel function and holds for $x>0$. The series is even in $x$, so for $t_1<t_2$ the Bessel form is used with $|x|$. For small mismatch at $\nu=1/3$, $C\simeq1-3x^2/10$. At $\nu=1$ the weight in (10) is constant and $C=\sin x/x$, the average over the bias window of the cosine of an electron's interference phase, measured from its value at the middle of the window.

### Proof of the rate formula

Start in state $|n\rangle$. By (6), $\langle n|\kappa_1^\dagger\kappa_2|n\rangle=\zeta^n$. The two same-contact terms in (8) give $r_1+r_2$. The cross terms are complex conjugates of each other, and by (11) the modulus of each is $\sqrt{r_1r_2}\,|C|$. Hence

$$p_n=r_1+r_2+2\sqrt{r_1r_2}\,C\cos\!\left(\frac{2\pi\Phi}{3\Phi_0}+\delta+\frac{2\pi n}{3}\right),$$

$$\delta=\arg(\gamma_1^*\gamma_2)+\tfrac12\omega(t_1-t_2).$$

The constant phases from Lemma 2 are contained in the amplitudes. This proves (1) and (2). Both terms of $F$ raise $n$ by one, and $\kappa_1^\dagger\kappa_2$ is diagonal. Coherences between different $n$ therefore do not enter the event probabilities, and the three populations are sufficient to find the current. $\square$

## Second half: the cycle, its current and its limits

We carry over the following. The state $n=0,1,2$ counts the quasiparticles absorbed by the inner drain, modulo three. At zero temperature each event takes $n$ to $n+1$ at the rate $p_n=a+b\cos(\theta+2\pi n/3)$. Here $a=r_1+r_2$ is the sum of the local rates, $b=2\sqrt{r_1r_2}\,C$ contains the coherence factor $C$ of the arms, and $\theta=2\pi\Phi/(3\Phi_0)+\delta$ with $\Phi_0=h/e$. Each event transfers $e^*=e/3$. The bias frequency is $\omega=e^*V/\hbar$, and $x=\omega(t_1-t_2)/2$ measures the difference of the transit times.

### Lemma 5: the stationary cycle

Let $P_n$ be the probability of state $n$. Assumption 4 allows the edges to recover between events, so the populations obey

$$\frac{dP_n}{dt}=p_{n-1}P_{n-1}-p_nP_n .$$

In the stationary state the left side is zero, and $p_nP_n$ has the same value $J$ for every $n$. For positive rates, $P_n=J/p_n$. The probabilities sum to one, so

$$J=\frac1{p_0^{-1}+p_1^{-1}+p_2^{-1}},\qquad
P_n=\frac{p_n^{-1}}{p_0^{-1}+p_1^{-1}+p_2^{-1}}. \tag{13}$$

The total event rate is $\sum_np_nP_n=3J$, and each event carries $e/3$. Hence

$$I=\frac e3\,3J=eJ. \tag{14}$$

This is $e^*$ times the harmonic mean of the rates, the first form in (3). It can also be read directly: the mean waiting time in state $n$ is $1/p_n$, and one full cycle transfers one electron in the mean time $\sum_n1/p_n$. $\square$

The three tunnelling rates and the stationary current, $e^*$ times their harmonic mean, are now established. What remains is to derive the closed form in (3) and its flux period, and then to examine the limits of the result, a small temperature and a worked example.
